\section*{Counterpoise-corrected gradients, ghost-centre forces and the shift of the dimer minimum, part 1}

(Sections cited here and not found follow in the second part.)

\section{The gradient of an energy computed with ghost functions}

\subsection{What goes wrong}

Take two water molecules, donor $A$ and acceptor $B$, at the restricted Hartree--Fock (RHF) level in the small 3-21G basis. In the dimer each molecule can use the basis functions of its partner to lower its own energy, which it could not do when alone. At the uncorrected minimum this borrowing is worth 7.92 mEh out of an apparent binding of 17.41 mEh. The counterpoise (CP) correction estimates this borrowing and subtracts it by recomputing each monomer in the full dimer basis, with the partner reduced to ghost centres that carry functions but neither charge nor electrons.

Two things then go wrong if the correction is not differentiated properly. If it is added as a single number at the uncorrected geometry, that geometry is not a stationary point of the corrected energy: the correction has a slope of $-0.002830$ Eh/bohr along the O$\cdots$O distance. If it is differentiated but the ghosts are assumed to feel no force because they have no charge, the slope comes out as $-0.001589$ Eh/bohr when the donor is held fixed and $-0.001241$ Eh/bohr when the acceptor is held fixed. An internal derivative that depends on which molecule is moved is not the derivative of any function of the distance.

\subsection{Definitions}

Atomic units are used. The basis functions $\chi_\mu(\mathbf r)$ are real Gaussians, each attached to a centre $K$ at $\mathbf R_K$ and depending on $\mathbf r-\mathbf R_K$ alone. The symbol $E_X^Y$ is the energy of the electrons and nuclei of system $X$ in the basis of system $Y$, at the geometry that the atoms have in the dimer. In $E_A^{AB}$ the centres of $B$ are ghosts with $Z_K=0$. Gradients $\mathbf g_K=\partial E/\partial\mathbf R_K$ are quoted throughout, and the force is $-\mathbf g_K$.

The CP binding energy has two brackets. The first compares the dimer with its frozen fragments in one common basis. The second is the energy needed to deform each free monomer to its shape in the dimer, with both terms in the monomer basis:
\begin{equation}
E_{\rm int}^{\rm CP}=\Big[E_{AB}^{AB}-\sum_X E_X^{AB}\Big]+\sum_X\Big[E_X^X-E_X^X({\rm free})\Big],\qquad X=A,B.
\end{equation}
The free-monomer energies do not depend on the dimer geometry. Collecting the rest gives the surface to be differentiated,
\begin{equation}
E_{\rm CP}=E_{AB}^{AB}+\delta,\qquad \delta=\sum_X\big(E_X^X-E_X^{AB}\big).
\label{cp}
\end{equation}
The sign of $\delta$ follows from the variational principle. Any determinant built in basis $X$ is also a determinant in basis $AB$, with zero coefficients on the ghost functions, and it has the same energy because the Hamiltonian of $X$ is the same. The lowest RHF energy in the larger basis therefore cannot lie higher, so $E_X^{AB}\le E_X^X$ and $\delta\ge0$, provided both calculations reach their lowest solutions. The argument does not apply to a method whose energy is not a variational minimum.

\subsection{One electron and one ghost function}

The simplest case is a hydrogen atom at the origin $A$ with one normalized $s$ Gaussian $\chi_A$, and a ghost Gaussian $\chi_B$ of the same exponent $a$ at distance $R$. With $h=-\tfrac12\nabla^2-1/r$ and $\psi=c_A\chi_A+c_B\chi_B$, the energy is the lowest value of
\begin{equation}
\varepsilon=\frac{c^{\rm T}hc}{c^{\rm T}Sc},\qquad h_{\mu\nu}=\langle\chi_\mu|h|\chi_\nu\rangle,\quad S_{\mu\nu}=\langle\chi_\mu|\chi_\nu\rangle .
\end{equation}
Let $\xi$ be a coordinate of the ghost and let a superscript $\xi$ denote the derivative of a matrix. At the minimum $\partial\varepsilon/\partial c=0$, so the change of $c$ with $\xi$ does not contribute. The quotient rule with $c^{\rm T}Sc=1$ gives
\begin{equation}
\frac{d\varepsilon}{d\xi}=c^{\rm T}h^\xi c-\varepsilon\,c^{\rm T}S^\xi c .
\end{equation}
The operator $h$ does not contain $\mathbf R_B$, so the matrices change through $\chi_B$ alone. Since $\chi_B$ depends on $\mathbf r-\mathbf R_B$, its derivative is $\partial\chi_B/\partial\mathbf R_B=-\nabla\chi_B$. The derivative acts once in the bra and once in the ket, and the two terms are equal because $h$ is Hermitian and the functions are real:
\begin{equation}
\mathbf g_B=-2c_B\langle\nabla\chi_B|h-\varepsilon|\psi\rangle .
\label{one}
\end{equation}
The secular equations say that $(h-\varepsilon)\psi$ is orthogonal to $\chi_A$ and $\chi_B$. They say nothing about its overlap with $\nabla\chi_B$, a $p$ function outside the basis. The ghost gradient is that overlap times the weight of the ghost function. It vanishes if $\psi$ is an exact eigenfunction or if $c_B=0$.

The model can be solved by hand. Put $\chi=N e^{-a r^2}$ with $N^2=(2a/\pi)^{3/2}$, and $x=aR^2/2$. Completing the square about the midpoint $P$ gives $r_A^2+r_B^2=2r_P^2+R^2/2$, so $\chi_A\chi_B=e^{-x}N^2e^{-2ar_P^2}$. The factor $N^2e^{-2ar_P^2}$ is a unit-normalized distribution, hence $S_{AB}=e^{-x}\equiv S$. For the kinetic energy, $-\tfrac12\nabla^2\chi_B=(3a-2a^2r_B^2)\chi_B$. The mean of $r_B^2$ over the distribution is its variance $3/(4a)$ plus the squared offset $R^2/4$, so
\begin{equation}
T_{AB}=S\Big(3a-\tfrac32a-\tfrac12a^2R^2\Big)=S\big(\tfrac32a-ax\big),\qquad T_{AA}=T_{BB}=\tfrac32a .
\end{equation}
For the attraction write $1/r=(2/\sqrt\pi)\int_0^\infty e^{-u^2r^2}du$. A Gaussian of exponent $p$ centred at distance $d$ from the nucleus gives, by the same completion of the square,
\begin{equation}
\int\frac{e^{-p|\mathbf r-\mathbf d|^2}}{r}d^3r=\frac{2}{\sqrt\pi}\int_0^\infty\Big(\frac{\pi}{p+u^2}\Big)^{3/2}e^{-pu^2d^2/(p+u^2)}du=\frac{2\pi}{p}F_0(pd^2),
\end{equation}
with $F_0(y)=\int_0^1e^{-yt^2}dt$. The last step uses $t^2=u^2/(p+u^2)$, for which $p+u^2=p/(1-t^2)$ and $du=\sqrt p\,(1-t^2)^{-3/2}dt$, so that the powers of $1-t^2$ cancel. With $p=2a$ the prefactor is $N^2\pi/a=2\sqrt{2a/\pi}\equiv\kappa$. The distances $d=0,\ R/2,\ R$ give
\begin{equation}
V_{AA}=-\kappa,\qquad V_{AB}=-\kappa S F_0(x),\qquad V_{BB}=-\kappa F_0(4x).
\end{equation}
The atom in its own basis has $\varepsilon_0=\tfrac32a-\kappa$. Setting $d\varepsilon_0/da=\tfrac32-\sqrt{2/(\pi a)}=0$ gives $a=8/(9\pi)$, at which $\kappa=2a\sqrt{2/(\pi a)}=3a$ and $\varepsilon_0=-\tfrac32a$. The computed values are $a=0.28294$ bohr$^{-2}$ and $\varepsilon_0=-0.424413$ Eh.

To find the lowering, use $\phi=\chi_B-S\chi_A$, which is orthogonal to $\chi_A$ and has norm squared $1-S^2$. Because $\langle\chi_A|h-\varepsilon_0|\chi_A\rangle=0$, the two matrix elements needed are
\begin{align}
\gamma&=\langle\chi_A|h-\varepsilon_0|\phi\rangle=T_{AB}+V_{AB}-\varepsilon_0S=S\big[-ax+\kappa(1-F_0(x))\big],\\
M&=\langle\phi|h-\varepsilon_0|\phi\rangle=\kappa\big(1-F_0(4x)\big)-2S\gamma .
\end{align}
The trial function $\chi_A+t\phi$ has $\varepsilon-\varepsilon_0=(2t\gamma+t^2M)/(1+t^2(1-S^2))$. When $t^2(1-S^2)\ll1$ the denominator is unity, the minimum is at $t=-\gamma/M$, and the lowering is $\gamma^2/M$; this is consistent provided $(\gamma/M)^2(1-S^2)\ll1$.

Two limits follow. For $R\to\infty$, $F_0\to0$, so $M\to\kappa$, while $\gamma$ carries the factor $e^{-x}$; the lowering dies as $e^{-2x}$ times a power of $x$. For $R\to0$, expanding the exponential in the integrand gives $F_0(y)=1-y/3+y^2/10-\dots$, so $\gamma=(\kappa/3-a)x-\dots$ and $M=(\tfrac43\kappa-\tfrac23\kappa+2a)x+\dots$. The ratio $\gamma/M$ stays finite while $1-S^2\simeq2x\to0$, so the condition above is met. The lowering is then at most proportional to $x$ and vanishes at $R=0$ for any exponent. The reason is that $\phi$ becomes a $p$ function, which does not mix with an $s$ state. At the optimal exponent $\kappa=3a$ removes the linear term of $\gamma$, leaving $\gamma=-\tfrac{3}{10}ax^2$ and $M=4ax$ at leading order. For two equivalent atoms, each borrowing from the other,
\begin{equation}
\delta\simeq2\,\frac{(3a/10)^2x^4}{4ax}=\frac{9a}{200}x^3\propto R^6 .
\label{small}
\end{equation}
At $R=0.3$ bohr, $x=0.28294\times0.045=0.012732$ and $x^3=2.064\times10^{-6}$, while $9a/200=0.012732$ Eh, so $\delta=2.6\times10^{-5}$ mEh. Diagonalization of the $2\times2$ problem gives the same two figures. A function that is positive and vanishes at both ends has a maximum; it is 3.4527 mEh at $R=3.348$ bohr. Inside that distance $\delta$ increases with $R$. With the ghost at $(0,0,R)$ the slope is $d\delta/dR=-2g_{B,z}$. At $R=1.7416$ bohr, Eq.~(\ref{one}) gives 0.0013964 Eh/bohr, and the program asserts agreement with a finite difference of the diagonalized energies, which is also 0.0013964 Eh/bohr.

\subsection{Many electrons: removing the orbital response}

For a closed shell with real occupied orbitals $\psi_i=\sum_\mu C_{\mu i}\chi_\mu$, the RHF energy is $2\sum_ih_{ii}+\sum_{ij}[2(ii|jj)-(ij|ij)]+V_{nn}$, with $(pq|rs)=\iint p(1)q(1)r_{12}^{-1}r(2)s(2)$. Insert the expansion and define $D_{\mu\nu}=2\sum_iC_{\mu i}C_{\nu i}$. The Coulomb sum becomes $2\cdot\tfrac14D_{\mu\nu}D_{\lambda\sigma}$ times the integral, and the exchange sum, where orbital $i$ occupies the first and third slots, becomes $\tfrac14D_{\mu\lambda}D_{\nu\sigma}$:
\begin{equation}
E=\sum D_{\mu\nu}h_{\mu\nu}+\tfrac12\sum\Gamma_{\mu\nu\lambda\sigma}(\mu\nu|\lambda\sigma)+V_{nn},\qquad\Gamma_{\mu\nu\lambda\sigma}=D_{\mu\nu}D_{\lambda\sigma}-\tfrac12D_{\mu\lambda}D_{\nu\sigma}.
\label{rhf}
\end{equation}
Here $h=-\tfrac12\nabla^2-\sum_LZ_L/|\mathbf r-\mathbf R_L|$ and $V_{nn}$ contain the real nuclei of the system, while the indices run over the whole basis, ghost functions included. The two-electron term is quadratic in $D$, so its derivative cancels the factor $\tfrac12$:
\begin{equation}
F_{\mu\nu}=\frac{\partial E}{\partial D_{\mu\nu}}=h_{\mu\nu}+\sum_{\lambda\sigma}D_{\lambda\sigma}\big[(\mu\nu|\lambda\sigma)-\tfrac12(\mu\lambda|\nu\sigma)\big].
\end{equation}
Equation~(\ref{rhf}) holds for orthonormal orbitals, and this constraint depends on geometry through $S$. It is carried by the Lagrangian
\begin{equation}
L=E-2\sum_{ij}\varepsilon_{ij}\big(C_i^{\rm T}SC_j-\delta_{ij}\big),\qquad\varepsilon_{ij}=\varepsilon_{ji}.
\end{equation}
The column $C_i$ appears twice in $D$, each time with a factor 2, so $\partial E/\partial C_i=4FC_i$. It appears twice in the constraint, which gives $-4\sum_j\varepsilon_{ij}SC_j$. An orthogonal rotation among the occupied orbitals leaves $D$ unchanged and can be chosen to diagonalize the symmetric matrix $\varepsilon$. Stationarity then reads $FC_i=\varepsilon_iSC_i$, the Roothaan equations.

At every geometry the solution satisfies the constraint, so $L=E$ along the solution. In the total derivative of $L$ the term in $dC/d\xi$ is multiplied by $\partial L/\partial C=0$, and the term in $d\varepsilon/d\xi$ is multiplied by the constraint, which is zero. The explicit dependence through the integrals remains:
\begin{equation}
\frac{dE}{d\xi}=\sum D_{\mu\nu}h^\xi_{\mu\nu}+\tfrac12\sum\Gamma_{\mu\nu\lambda\sigma}(\mu\nu|\lambda\sigma)^\xi-\sum W_{\mu\nu}S^\xi_{\mu\nu}+V_{nn}^\xi ,
\label{gen}
\end{equation}
with $W_{\mu\nu}=2\sum_i\varepsilon_iC_{\mu i}C_{\nu i}$. Since $C_i^{\rm T}FC_j=\varepsilon_i\delta_{ij}$, one has $DFD=4\sum_{ij}C_i(C_i^{\rm T}FC_j)C_j^{\rm T}=2W$, so $W=\tfrac12DFD$. The result needs a converged solution that follows the geometry smoothly; it fails where two RHF solutions cross and the lowest energy has a kink. A method that is not stationary in its orbitals keeps the response term dropped here.

\subsection{The gradient on one centre}

Let $\xi$ be a component of $\mathbf R_K$. It enters through the operator and through the functions $\mu\in K$, for which $\partial\chi_\mu/\partial\mathbf R_K=-\nabla\chi_\mu$.

The operator part uses $\partial|\mathbf r-\mathbf R_K|^{-1}/\partial\mathbf R_K=(\mathbf r-\mathbf R_K)/|\mathbf r-\mathbf R_K|^3$ and, for the nuclear repulsion, the same derivative with the vector pointing from $K$ to $L$. With $\rho=\sum D_{\mu\nu}\chi_\mu\chi_\nu$,
\begin{equation}
\mathbf g_K^{\rm HF}=-Z_K\int\rho\,\frac{\mathbf r-\mathbf R_K}{|\mathbf r-\mathbf R_K|^3}d^3r+Z_K\sum_{L\ne K}Z_L\frac{\mathbf R_L-\mathbf R_K}{|\mathbf R_L-\mathbf R_K|^3}.
\label{hf}
\end{equation}
This is the Hellmann--Feynman term. Its negative pulls the nucleus towards the electrons and pushes it away from the other nuclei, as it should.

In $h_{\mu\nu}$ and $S_{\mu\nu}$ the derivative falls on the bra if $\mu\in K$ and on the ket if $\nu\in K$. Because $D$ and $W$ are symmetric and the operators Hermitian, renaming $\mu\leftrightarrow\nu$ turns the ket term into the bra term. The contributions are $-2\sum_{\mu\in K,\nu}D_{\mu\nu}\langle\nabla\mu|h|\nu\rangle$ and $+2\sum_{\mu\in K,\nu}W_{\mu\nu}\langle\nabla\mu|\nu\rangle$, the plus sign being the product of the minus in Eq.~(\ref{gen}) and the minus of the basis derivative.

In the two-electron integral the derivative can fall on four slots. The integral and its derivative are unchanged by $\lambda\leftrightarrow\sigma$, so $\Gamma$ may be replaced by its average over that exchange,
\begin{equation}
\bar\Gamma_{\mu\nu\lambda\sigma}=D_{\mu\nu}D_{\lambda\sigma}-\tfrac14\big(D_{\mu\lambda}D_{\nu\sigma}+D_{\mu\sigma}D_{\nu\lambda}\big).
\end{equation}
By inspection $\bar\Gamma$ is also unchanged by $\mu\leftrightarrow\nu$ and by $(\mu\nu)\leftrightarrow(\lambda\sigma)$. These exchanges map any slot onto the first, so the four terms are equal and the prefactor is $\tfrac12\cdot4\cdot(-1)=-2$. The integral $(\nabla\mu\,\nu|\lambda\sigma)$ is still symmetric in $\lambda\sigma$, so $\bar\Gamma$ can be turned back into $\Gamma$. Altogether
\begin{align}
\mathbf g_K&=\mathbf g_K^{\rm HF}+\mathbf g_K^{\rm int}+\mathbf g_K^{\rm ov},\label{gk}\\
\mathbf g_K^{\rm int}&=-2\sum_{\mu\in K}\Big[\sum_\nu D_{\mu\nu}\langle\nabla\mu|h|\nu\rangle+\sum_{\nu\lambda\sigma}\Gamma_{\mu\nu\lambda\sigma}(\nabla\mu\,\nu|\lambda\sigma)\Big],\nonumber\\
\mathbf g_K^{\rm ov}&=+2\sum_{\mu\in K}\sum_\nu W_{\mu\nu}\langle\nabla\mu|\nu\rangle .\nonumber
\end{align}
The last two terms together are the Pulay gradient.

\subsection{The ghost centre}

The Pulay terms combine. In the exchange part of $\Gamma$ rename $\nu\leftrightarrow\lambda$, so that $D_{\mu\nu}$ is a common factor. It multiplies $\langle\nabla\mu|h|\nu\rangle+\sum D_{\lambda\sigma}[(\nabla\mu\,\nu|\lambda\sigma)-\tfrac12(\nabla\mu\,\lambda|\nu\sigma)]$, which is the Fock matrix element with $\nabla\chi_\mu$ in the place of $\chi_\mu$, written $\langle\nabla\mu|\hat F|\nu\rangle$. Inserting $D$ and $W$ as sums over orbitals, each with its factor 2, and summing $\sum_\nu C_{\nu i}\chi_\nu=\psi_i$ gives
\begin{equation}
\mathbf g_K^{\rm int}+\mathbf g_K^{\rm ov}=-4\sum_i\sum_{\mu\in K}C_{\mu i}\langle\nabla\chi_\mu|\hat F-\varepsilon_i|\psi_i\rangle .
\label{ghost}
\end{equation}
On a ghost $Z_K=0$ removes Eq.~(\ref{hf}), and Eq.~(\ref{ghost}) is the whole gradient. Replacing the double occupation by a single electron halves the prefactor and turns $\hat F$ into $h$, which recovers Eq.~(\ref{one}).

Two limits of the model carry over, the exact eigenfunction and the distant ghost; the vanishing at $R\to0$ relied on a $p$ function not mixing with an $s$ state and need not hold for a general molecule. The Roothaan equations state $\langle\chi_\nu|\hat F-\varepsilon_i|\psi_i\rangle=0$ for every basis function $\chi_\nu$. If each $\nabla\chi_\mu$ on $K$ were a combination of basis functions, Eq.~(\ref{ghost}) would be a sum of such zeros. A finite atom-centred set on one centre cannot have this closure in itself, because the gradient of its highest shell contains the next angular momentum. In the complete-basis limit $(\hat F-\varepsilon_i)\psi_i\to0$, the ghost gradient vanishes, and $\delta$ vanishes with it because $E_X^X$ and $E_X^{AB}$ tend to the same value. When the ghost is moved far away, $\nabla\chi_\mu$ loses its overlap with the residual near the real nuclei and the gradient again goes to zero. The force on a ghost is not electrostatic: $-\mathbf g_K$ points in the direction in which moving the borrowed functions lowers the monomer energy fastest.

\section{The corrected surface and its minimum}

\subsection{Symbols and results carried over}

$E_X^Y$ is the RHF energy of system $X$ in basis $Y$ at the dimer geometry, in atomic units. The corrected surface is $E_{\rm CP}=E+\delta$, where from here on $E\equiv E_{AB}^{AB}$, and $\delta=\sum_X(E_X^X-E_X^{AB})\ge0$. For each of these five energies the gradient on centre $K$ is $\mathbf g_K=\mathbf g_K^{\rm HF}+\mathbf g_K^{\rm int}+\mathbf g_K^{\rm ov}$, built from that calculation's own density $D$ and energy-weighted density $W$. The Hellmann--Feynman part is proportional to $Z_K$. The other two parts sum to $-4\sum_i\sum_{\mu\in K}C_{\mu i}\langle\nabla\chi_\mu|\hat F-\varepsilon_i|\psi_i\rangle$, which is the whole gradient on a ghost. For two hydrogen atoms with one optimal $s$ Gaussian each, $\delta(R)$ vanishes at both ends and has its maximum at 3.348 bohr.

\subsection{Assembling the gradient}

Differentiation is linear, so the five gradients add with the signs of the energies. A centre $K$ of fragment $A$ is a real atom in three calculations, a ghost in $E_B^{AB}$, and absent from $E_B^B$:
\begin{equation}
\mathbf g_K^{\rm CP}=\mathbf g_K[E]+\mathbf g_K[E_A^A]-\mathbf g_K[E_A^{AB}]-\mathbf g_K^{\rm ghost}[E_B^{AB}],\qquad K\in A,
\label{gcp}
\end{equation}
and the same with $A\leftrightarrow B$ for $K\in B$.

The program tests Eq.~(\ref{gcp}) on a water dimer at RHF/3-21G (26 functions, 13 per monomer) in a randomly distorted geometry without symmetry, where $\mathbf g_K[E_X^X]$ is not zero. All five energies and $E_{\rm CP}$ are differentiated numerically along four directions: two random ones, a shift of all centres of $B$ along $x$, and a shift of the bridging hydrogen along $x$. The largest absolute difference from the analytic value is $1.1\times10^{-7}$ Eh/bohr. The last two directions isolate ghost gradients. Moving ghost $B$ changes $E_A^{AB}$ at the rate 0.0013169 Eh/bohr, and moving the ghost hydrogen changes $E_B^{AB}$ at the rate $-0.0010292$ Eh/bohr, analytically and numerically alike. The ghost-atom SCF and gradient routines of pyscf, which use the same integral library as the program, agree for $E_A^{AB}$ to $1.6\times10^{-13}$ Eh and for its gradient to $2.9\times10^{-8}$ Eh/bohr.

The gradient of the counterpoise-corrected energy, including the part that acts on ghost centres, has now been derived and agrees with finite differences to $1.1\times10^{-7}$ Eh/bohr. What remains is to examine its behaviour under translations and rotations, and to find how the correction moves the minimum, in general and for H$_2$ and the water dimer.
